**Negative effective correlation energy: levels, populations and supercell error**

For relaxed energies $E_n$ of a defect with $n=0,1,2$ electrons, $U_{\rm eff}=E_0+E_2-2E_1<0$ means that $n=1$ is the ground state at no Fermi level. The program minimizes a model with repulsion $U$ and one-electron relaxation energy $\lambda$, and asserts $U_{\rm eff}=U-2\lambda$ as well as the width of the stability window found by scanning the Fermi level. A second model with two coordinates and unequal stiffness tests the relaxation energies obtained from forces; there 0.740 eV at fixed atoms becomes $-0.311$ eV after relaxation. Diagonalization with quantum nuclei leaves $U_{\rm eff}=-0.200$ eV in the main example. Sums over all computed spin and vibrational states confirm the largest population of $n=1$, 2.0% at 300 K and 12.6% at 600 K, and are consistent with the threshold $-2kT\ln2$ at two trial values of $U_{\rm eff}$, one on each side. For a Gaussian charge in a cubic cell, a Fourier sum agrees with the image-charge formula, whose constant $\alpha=2.8373$ comes from a separate direct lattice sum. The resulting shift of $-0.298$ eV makes a true $U_{\rm eff}$ of $+0.200$ eV appear as $-0.098$ eV.

## Check in Python

```python
"""
Negative effective correlation energy of a defect holding n = 0, 1, 2 electrons.

Result under test: with relaxed energies E_n, U_eff = E_0 + E_2 - 2 E_1.
If U_eff < 0, n = 1 is the ground state at no Fermi level mu.
Model surface: E_n(Q) = n*eps0 + U*n(n-1)/2 + K*Q^2/2 - n*F*Q,
for which U_eff = U - 2*lam, lam = F^2/(2K).
Largest population of n = 1: 1/(1 + exp(-U_eff/(2kT))).
Cubic supercell of edge L, dielectric constant eps_r: the uncorrected
U_eff is shifted by -alpha/(eps_r L) + 4 pi s^2/(eps_r L^3) (atomic units)
for a Gaussian charge of standard deviation s.
Energies in eV, lengths in angstrom, electron energies from the valence edge.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

gap, eps0, U, K, F, mass_u = 1.2, 1.1, 0.6, 5.0, 2.0, 20.0
kB = const.k / const.e
lam = F**2 / (2 * K)


def surface(n, Q, force):
    return n*eps0 + U*n*(n - 1)/2 + K*Q**2/2 - n*force*Q


def relax(force):
    """Numerical minimum of each surface: energies and positions."""
    runs = [minimize_scalar(lambda Q: surface(n, Q, force),
                            bracket=(-1.0, 2.0), tol=1e-10) for n in range(3)]
    return np.array([r.fun for r in runs]), np.array([r.x for r in runs])


# --- relaxed energies and levels of the model -------------------------------
E, Q = relax(F)
first, second = E[1] - E[0], E[2] - E[1]
U_eff = E[0] + E[2] - 2*E[1]
midpoint = (E[2] - E[0]) / 2
assert np.allclose(Q, np.arange(3)*F/K, atol=1e-6)
assert abs(first - (eps0 - lam)) < 1e-8
assert abs(second - (eps0 + U - 3*lam)) < 1e-8
assert abs(U_eff - (U - 2*lam)) < 1e-8
fixed_first = surface(1, Q[1], F) - surface(0, Q[1], F)
fixed_second = surface(2, Q[1], F) - surface(1, Q[1], F)
release0 = surface(0, Q[1], F) - E[0]
release2 = surface(2, Q[1], F) - E[2]
assert abs(release0 - lam) < 1e-6 and abs(release2 - lam) < 1e-6

# --- stability window of n = 1 found by scanning the Fermi level ------------
step = 0.0005
mu_grid = np.arange(-1.0, 2.5, step)
windows = []
for trial_lam in (0.10, 0.20, 0.28, 0.32, 0.40):
    Et, _ = relax(np.sqrt(2*K*trial_lam))
    omega_n = Et[:, None] - np.arange(3)[:, None]*mu_grid
    lowest = omega_n[1] < np.minimum(omega_n[0], omega_n[2])
    width = step*np.count_nonzero(lowest)
    assert abs(width - max(U - 2*trial_lam, 0.0)) < 2*step
    windows.append((trial_lam, Et[0] + Et[2] - 2*Et[1], width))
omega_n = E[:, None] - np.arange(3)[:, None]*mu_grid
excess = np.min(omega_n[1] - np.minimum(omega_n[0], omega_n[2]))
assert abs(excess + U_eff/2) < 2*step

# --- two coordinates, stiffness depending on n ------------------------------
stiff = np.array([[[5.0, 0.5], [0.5, 4.0]],
                  [[4.5, 0.3], [0.3, 4.0]],
                  [[4.0, 0.2], [0.2, 3.5]]])
push = np.array([[0.0, 0.0], [2.0, 0.5], [3.6, 1.4]])
offset = np.array([0.0, 1.1, 2.8])


def surface2(n, x):
    return offset[n] - push[n] @ x + 0.5 * x @ stiff[n] @ x


runs = [minimize(lambda x: surface2(n, x), np.array([0.2, 0.1]),
                 method="Nelder-Mead",
                 options=dict(xatol=1e-8, fatol=1e-13, maxiter=2000))
        for n in range(3)]
E2d = np.array([r.fun for r in runs])
x1 = runs[1].x
U2_eff = E2d[0] + E2d[2] - 2*E2d[1]
U2_fixed = surface2(0, x1) + surface2(2, x1) - 2*surface2(1, x1)
h = 1e-4
released = []
for n in (0, 2):
    f = np.array([-(surface2(n, x1 + h*d) - surface2(n, x1 - h*d))/(2*h)
                  for d in np.eye(2)])
    released.append(0.5 * f @ np.linalg.solve(stiff[n], f))
assert abs(U2_eff - (U2_fixed - sum(released))) < 1e-6

# --- quantum nuclei: diagonalization in an oscillator basis -----------------
mass = mass_u * const.atomic_mass
freq = np.sqrt(K * const.e * 1e20 / mass)
quantum = const.hbar * freq / const.e
x_zero = np.sqrt(const.hbar / (2*mass*freq)) * 1e10
size = 300
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
position = x_zero * (ladder + ladder.T)
oscillator = np.diag(quantum * (np.arange(size) + 0.5))


def vibronic_levels(force):
    return [np.linalg.eigvalsh(oscillator - n*force*position)
            + n*eps0 + U*n*(n - 1)/2 for n in range(3)]


levels = vibronic_levels(F)
ground = np.array([lev[0] for lev in levels])
assert np.allclose(ground - E, quantum/2, atol=1e-7)
U_quantum = ground[0] + ground[2] - 2*ground[1]


def populations(mu, levs, T):
    """Sum over all spin and vibrational states."""
    base = min(levs[n][0] - n*mu for n in range(3))
    w = np.zeros(3)
    for up in (0, 1):
        for down in (0, 1):
            n = up + down
            w[n] += np.exp(-(levs[n] - n*mu - base)/(kB*T)).sum()
    return w / w.sum()


largest = {}
for T in (300.0, 600.0):
    best = minimize_scalar(lambda m: -np.log(populations(m, levels, T)[1]),
                           bounds=(midpoint - 0.3, midpoint + 0.35),
                           method="bounded", options=dict(xatol=1e-9))
    largest[T] = np.exp(-best.fun)
    formula = 1/(1 + np.exp(-(U - 2*lam)/(2*kB*T)))
    assert abs(largest[T]/formula - 1) < 1e-5
    assert abs(best.x - midpoint) < 1e-4

# --- spin entropy: n = 1 can lead although U_eff is slightly negative -------
threshold = -2*kB*300.0*np.log(2)
leads = {}
for trial_U in (-0.02, -0.05):
    trial_lam = (U - trial_U)/2
    levs = vibronic_levels(np.sqrt(2*K*trial_lam))
    centre = (levs[2][0] - levs[0][0])/2
    p = np.array([populations(m, levs, 300.0)
                  for m in np.linspace(centre - 0.1, centre + 0.1, 401)])
    leads[trial_U] = bool(np.any(p[:, 1] > np.maximum(p[:, 0], p[:, 2])))
    assert leads[trial_U] == (trial_U > threshold)

# --- periodic images: lattice constant alpha by direct summation ------------
N = 25
r = np.arange(-N, N + 1)
X, Y, Z = np.meshgrid(r, r, r, indexing="ij")
dist = np.sqrt(X**2 + Y**2 + Z**2).ravel()
cube = 3*np.log((np.sqrt(3) + 1)/(np.sqrt(3) - 1)) - np.pi/2
direct = np.sum(1/dist[dist > 0]) - cube*(2*N + 1)**2
alpha = -direct + np.pi/6     # pi/6 sets the cell average of the potential to 0

# Gaussian charge: energy in the cell by Fourier sum, minus isolated energy
coulomb = const.e / (4*np.pi*const.epsilon_0) * 1e10
L, eps_r, s = 11.0, 12.0, 1.0
m = np.arange(-16, 17)
A, B, C = np.meshgrid(m, m, m, indexing="ij")
G2 = (2*np.pi/L)**2 * (A**2 + B**2 + C**2).ravel()
G2 = G2[G2 > 0]
cell_energy = 2*np.pi/L**3 * np.sum(np.exp(-G2*s**2)/G2)
alone = 1/(2*np.sqrt(np.pi)*s)
shift = 2 * coulomb/eps_r * (cell_energy - alone)
leading = -coulomb*alpha/(eps_r*L)
size_term = coulomb*4*np.pi*s**2/(eps_r*L**3)
assert abs(shift - (leading + size_term)) < 1e-4
true_U = windows[1][1]
assert true_U > 0 and true_U + shift < 0

# --- printed numbers --------------------------------------------------------
print(f"gap {gap:.2f} eV, eps0 {eps0:.2f} eV, U {U:.2f} eV")
print(f"K {K:.1f} eV/A^2, F {F:.1f} eV/A, mass {mass_u:.0f} u")
print(f"relaxation energy lam = {lam:.3f} eV")
print(f"relaxed positions Q0,Q1,Q2 = {abs(Q[0]):.3f}, {Q[1]:.3f}, {Q[2]:.3f} A")
print(f"relaxed energies E0,E1,E2 = {abs(E[0]):.3f}, {E[1]:.3f}, {E[2]:.3f} eV")
print(f"level (0/1) = {first:.3f} eV, level (1/2) = {second:.3f} eV")
print(f"level (0/2) = {midpoint:.3f} eV")
print(f"binding below conduction edge: first {gap-first:.3f} eV, "
      f"second {gap-second:.3f} eV")
print(f"U_eff = {U_eff:.3f} eV")
print(f"atoms fixed at Q1: adding first {fixed_first:.3f} eV, "
      f"second {fixed_second:.3f} eV")
print(f"energy released from Q1: n=0 {release0:.3f} eV, n=2 {release2:.3f} eV")
print(f"smallest excess energy of n=1 over ground state = {excess:.3f} eV")
for a, b, c in windows:
    print(f"scan: lam {a:.2f} eV, U_eff {b:+.3f} eV, window of n=1 {c:.3f} eV")
print(f"two coordinates: U at fixed atoms {U2_fixed:.4f} eV")
print(f"two coordinates: released n=0 {released[0]:.4f} eV, "
      f"n=2 {released[1]:.4f} eV")
print(f"two coordinates: U_eff from minimization {U2_eff:.4f} eV")
print(f"vibrational quantum = {quantum:.4f} eV")
print(f"U_eff with quantum nuclei = {U_quantum:.4f} eV")
for T in largest:
    print(f"T {T:.0f} K: kT {kB*T:.5f} eV, largest p1 = {largest[T]:.4f}")
print(f"threshold -2kT ln2 at 300 K = {threshold:.4f} eV")
for u in leads:
    print(f"U_eff {u:.2f} eV at 300 K: n=1 most populated somewhere: {leads[u]}")
print(f"lattice constant alpha = {alpha:.4f} (no unit)")
print(f"Coulomb constant e^2/(4 pi eps_0) = {coulomb:.4f} eV A")
print(f"cell L {L:.1f} A, eps_r {eps_r:.1f}, Gaussian width s {s:.1f} A")
print(f"shift of U_eff: leading {leading:.4f} eV, size term {size_term:.4f} eV")
print(f"shift of U_eff from Fourier sum = {shift:.4f} eV")
print(f"true U_eff {true_U:.3f} eV appears as {true_U+shift:.3f} eV")
print("success")
```

Running it gives:

```
gap 1.20 eV, eps0 1.10 eV, U 0.60 eV
K 5.0 eV/A^2, F 2.0 eV/A, mass 20 u
relaxation energy lam = 0.400 eV
relaxed positions Q0,Q1,Q2 = 0.000, 0.400, 0.800 A
relaxed energies E0,E1,E2 = 0.000, 0.700, 1.200 eV
level (0/1) = 0.700 eV, level (1/2) = 0.500 eV
level (0/2) = 0.600 eV
binding below conduction edge: first 0.500 eV, second 0.700 eV
U_eff = -0.200 eV
atoms fixed at Q1: adding first 0.300 eV, second 0.900 eV
energy released from Q1: n=0 0.400 eV, n=2 0.400 eV
smallest excess energy of n=1 over ground state = 0.100 eV
scan: lam 0.10 eV, U_eff +0.400 eV, window of n=1 0.400 eV
scan: lam 0.20 eV, U_eff +0.200 eV, window of n=1 0.200 eV
scan: lam 0.28 eV, U_eff +0.040 eV, window of n=1 0.040 eV
scan: lam 0.32 eV, U_eff -0.040 eV, window of n=1 0.000 eV
scan: lam 0.40 eV, U_eff -0.200 eV, window of n=1 0.000 eV
two coordinates: U at fixed atoms 0.7404 eV
two coordinates: released n=0 0.5174 eV, n=2 0.5335 eV
two coordinates: U_eff from minimization -0.3106 eV
vibrational quantum = 0.0323 eV
U_eff with quantum nuclei = -0.2000 eV
T 300 K: kT 0.02585 eV, largest p1 = 0.0205
T 600 K: kT 0.05170 eV, largest p1 = 0.1263
threshold -2kT ln2 at 300 K = -0.0358 eV
U_eff -0.02 eV at 300 K: n=1 most populated somewhere: True
U_eff -0.05 eV at 300 K: n=1 most populated somewhere: False
lattice constant alpha = 2.8373 (no unit)
Coulomb constant e^2/(4 pi eps_0) = 14.3996 eV A
cell L 11.0 A, eps_r 12.0, Gaussian width s 1.0 A
shift of U_eff: leading -0.3095 eV, size term 0.0113 eV
shift of U_eff from Fourier sum = -0.2982 eV
true U_eff 0.200 eV appears as -0.098 eV
success
```
